# Pair Creation in Parallel Electric and Magnetic Fields

**Problem.** Constant, uniform fields $E>0$ and $B>0$ both point along $z$. A Dirac field has charge $e>0$, mass $m$ and gyromagnetic ratio 2. Show that the mean number of pairs created per unit volume and time is

$$R_D=\frac{e^2EB}{4\pi^2}\coth\!\left(\frac{\pi B}{E}\right)e^{-\pi m^2/eE}.$$

Find the corresponding rate $R_S$ for a complex scalar field of the same charge and mass. Show that, at fixed $E$, the magnetic field raises the Dirac rate and lowers the scalar rate.

Use $\hbar=c=1$. The fields are external: the field of the created pairs, radiative corrections and the anomalous magnetic moment are neglected.

## Hints

1. Choose a gauge in which $E$ changes the longitudinal momentum in time while $B$ makes Landau levels. Each level then acts as a one-dimensional particle with its own effective mass $M$.
2. Split the Dirac Hamiltonian into a part along $z$ and a transverse part. The two anticommute.
3. Solve the mode equation by a Fourier integral, and follow one wave from early to late times.
4. Count the modes that pass through zero longitudinal momentum, then sum a geometric series.

## Solution

### Transverse levels

Take $A_y=Bx$ and $A_z=-Et$, so that $B_z=\partial_xA_y=B$ and $E_z=-\partial_tA_z=E$. With $\boldsymbol\Pi=\mathbf p-e\mathbf A$,

$$\Pi_z=P(t)=p_z+eEt,\qquad [\Pi_x,\Pi_y]=[p_x,-eBx]=ieB .$$

The commutator is that of an oscillator's position and momentum, scaled by $eB$. Hence $\Pi_\perp^2=\Pi_x^2+\Pi_y^2$ has eigenvalues $eB(2n+1)$, $n=0,1,2,\dots$. For scalars,

$$M^2=m^2+eB(2n+1).$$

For the Dirac field write

$$H=\alpha_zP(t)+h,\qquad h=\alpha_x\Pi_x+\alpha_y\Pi_y+\beta m .$$

The cross terms with $\beta$ cancel in $h^2$. Using $\alpha_x\alpha_y=i\Sigma_z$,

$$h^2=m^2+\Pi_\perp^2+i\Sigma_z[\Pi_x,\Pi_y]=m^2+\Pi_\perp^2-eB\Sigma_z .$$

With $\Sigma_z=\sigma=\pm1$ this gives

$$M^2=m^2+eB(2n+1-\sigma).$$

For $n=0,\ \sigma=1$ the magnetic-moment energy cancels the orbital zero-point term, and $M=m$.

For given $p_y,p_z,n,\sigma$ there is one state $u$ with $\alpha_zu=u$. Define $v=hu/M$. Because $\alpha_z$ anticommutes with $h$, $\alpha_zv=-v$; also $hv=h^2u/M=Mu$. On the pair $(u,v)$, therefore,

$$H=\begin{pmatrix}P&M\\M&-P\end{pmatrix}.$$

Different $u$ give orthogonal $v$, since $\langle v|v'\rangle=\langle u|h^2|u'\rangle/M^2=0$ within one eigenspace of $h^2$. Each $(n,\sigma)$ thus supplies one block, with one negative-energy and one positive-energy state.

### Mode equations

Let $\tau=P/\sqrt{eE}$, $\lambda=M^2/eE$, and let a prime mean $d/d\tau$. The amplitudes $a,b$ of $u,v$ obey

$$ia'=\tau a+\sqrt\lambda\,b,\qquad ib'=\sqrt\lambda\,a-\tau b .$$

Differentiate the first equation and insert $\sqrt\lambda\,b'=-i\lambda a+i\tau\sqrt\lambda\,b$ with $\sqrt\lambda\,b=ia'-\tau a$:

$$ia''=a+\tau a'-i\lambda a-\tau a'-i\tau^2a .$$

So $a''+(\tau^2+\lambda+i)a=0$. The scalar mode obeys $\ddot\phi+(P^2+M^2)\phi=0$, or $\phi''+(\tau^2+\lambda)\phi=0$. Both have the form

$$f''+(\tau^2+\lambda+i\kappa)f=0,\qquad \kappa=1\ \text{(Dirac)},\quad \kappa=0\ \text{(scalar)}.$$

### An integral solution

Put $f=e^{-i\tau^2/2}w$ and $\mu=\lambda+i(\kappa-1)$. Then $w''-2i\tau w'+\mu w=0$. Try $w=\int g(k)e^{ik\tau}dk$. Since $\tau e^{ik\tau}=-i\,d(e^{ik\tau})/dk$, integration by parts turns $\tau w'$ into $-\int (kg)'e^{ik\tau}dk$, where this prime means $d/dk$. The equation becomes

$$2i(kg)'=(k^2-\mu)g\quad\Rightarrow\quad g=k^\nu e^{-ik^2/4},\qquad \nu=\frac{i\lambda}{2}-\frac{\kappa+1}{2}.$$

Let the contour come in from infinity along $\arg k=-5\pi/4$, pass below $k=0$, and leave along $\arg k=-\pi/4$. At both ends $|e^{-ik^2/4}|=e^{-|k|^2/4}$, so the boundary terms vanish.

The exponent is $-ik^2/4+ik\tau=i\tau^2-i(k-2\tau)^2/4$, with a saddle at $k=2\tau$. Along $k=2\tau+se^{-i\pi/4}$ the integrand falls as $e^{-s^2/4}$. For large $|\tau|$ the saddle contributes

$$f_{\rm saddle}\simeq2\sqrt\pi\,e^{-i\pi/4}(2\tau)^\nu e^{i\tau^2/2}.$$

This line crosses the imaginary axis at $k=2i\tau$.

- For $\tau\to-\infty$ the crossing lies below the origin, as the contour requires, and the saddle is the whole leading result.
- For $\tau\to+\infty$ it lies above. The contour must then also run down and around the origin, with the branch cut placed along the positive imaginary axis. There $|k|\sim1/\tau$ matters, and this loop adds a wave proportional to $\tau^{-\nu-1}e^{-i\tau^2/2}$.

At the early saddle $\arg k=-\pi$, and at the late one $\arg k=0$. The factor $k^{i\lambda/2}$ has modulus $e^{\pi\lambda/2}$ at the first and 1 at the second. At equal $|\tau|$ the saddle wave is therefore smaller at late times by

$$e^{-\pi\lambda/2}.$$

### Pairs per mode

**Dirac field.** For the saddle wave $a'\simeq i\tau a$, so $\sqrt\lambda\,b=ia'-\tau a\simeq-2\tau a$. As $|a|\propto|\tau|^{-1}$, $|b|$ tends to a constant while $a\to0$. For the loop wave $ia'-\tau a\to0$, so it has no $b$ part in the limit. The solution starts purely in $b$, and its probability to end in $b$ is $e^{-\pi\lambda}$.

The energy of $b$ is $-P$, so staying in $b$ means going from positive to negative energy. In a unitary $2\times2$ evolution the probability of staying in $a$ is the same, and that means going from negative to positive energy. The vacuum starts with the negative-energy state filled; its transfer leaves a particle and a hole.

**Scalar field.** The phase $e^{i\tau^2/2}$ has derivative $\tau$. It is a positive-frequency wave at early times, where $\tau<0$, and a negative-frequency wave at late times. Both have the normalization factor $|\tau|^{-1/2}$ of a mode with frequency proportional to $|\tau|$. The late negative-frequency coefficient therefore has $|\beta|=e^{-\pi\lambda/2}$. With particle and antiparticle operators $c$ and $d$,

$$c_{\rm out}=\alpha c_{\rm in}+\beta^*d_{\rm in}^\dagger ,$$

so the initial vacuum contains $|\beta|^2$ outgoing pairs.

In both cases the mean number per mode is

$$N=e^{-\pi M^2/eE}.$$

### Counting and summing

The orbit centre is $x_0=p_y/eB$ and $p_y$ has spacing $2\pi/L_y$. An area $L_xL_y$ holds $eBL_xL_y/2\pi$ centres. Along $z$ there are $L_z\,dp_z/2\pi$ modes. A mode passes $P=0$ at $t=-p_z/eE$, so in a long time $T$ a momentum range $eET$ passes. The number of modes per volume and time is

$$\frac{eB}{2\pi}\,\frac{eE}{2\pi}=\frac{e^2EB}{4\pi^2}.$$

Set $x=\pi B/E$. The level sums, apart from $e^{-\pi m^2/eE}$, are

$$\sum_{n,\sigma}e^{-(2n+1-\sigma)x}=1+2\sum_{j=1}^\infty e^{-2jx}=\coth x,$$

$$\sum_ne^{-(2n+1)x}=\frac{e^{-x}}{1-e^{-2x}}=\frac1{2\sinh x}.$$

The first gives the required $R_D$. The second gives

$$R_S=\frac{e^2EB}{8\pi^2\sinh x}\,e^{-\pi m^2/eE}.$$

### Enhancement and suppression

As $B\to0$, both $\coth x$ and $1/\sinh x$ behave as $1/x=E/\pi B$. Dividing by these limits,

$$\frac{R_D(B)}{R_D(0)}=x\coth x,\qquad\frac{R_S(B)}{R_S(0)}=\frac{x}{\sinh x}.$$

The first factor starts at 1 and grows, because

$$\frac{d}{dx}(x\coth x)=\frac{\sinh2x-2x}{2\sinh^2x}>0 .$$

The second starts at 1 and falls, because $\sinh x/x=1+x^2/6+\dots$ has positive coefficients.

The ratio $R_D/R_S=2\cosh x=e^x+e^{-x}$ is the sum over the two spin directions of the magnetic-moment factor. For $x\gg1$ the Dirac rate comes mainly from the level with $M=m$, whose share is $1/\coth x=\tanh x$; it grows in proportion to $B$ because the level's degeneracy does. The scalar rate tends to $(e^2EB/4\pi^2)e^{-\pi(m^2+eB)/eE}$: the zero-point energy raises the gap, and this outweighs the degeneracy.

### Numbers for the electron mass

Take $eE=eB=0.2\,m^2$, so $x=\pi$. In SI units these are $E=2.65\times10^{17}$ V/m and $B=8.83\times10^8$ T. Then

$$R_D=(1.013\times10^{-3})(1.0037)(1.507\times10^{-7})\,m^4=1.53\times10^{-10}\,m^4 .$$

For a hypothetical scalar of the same charge and mass, $1/(2\sinh\pi)=0.0433$ replaces $1.0037$, and $R_S=6.61\times10^{-12}\,m^4$. One $m^4$ stands for $c/(\hbar/mc)^4=1.348\times10^{58}$ per m³ s, so

$$R_D=2.07\times10^{48}\ \text{m}^{-3}\text{s}^{-1},\qquad R_S=8.91\times10^{46}\ \text{m}^{-3}\text{s}^{-1}.$$

The magnetic field multiplies the Dirac rate by 3.15 and the scalar rate by 0.272. Their ratio is 23.2, and the lowest level supplies 99.6% of the Dirac pairs. These digits belong to the model with gyromagnetic ratio 2. For real electrons the anomalous moment lowers $M^2$ of the lowest level by roughly $(\alpha_{\rm em}/2\pi)eB$, with $\alpha_{\rm em}\approx1/137$, which raises $R_D$ by a few tenths of a percent; other radiative corrections are also left out.

These rates hold for fields that are switched on and off gradually and stay constant while a mode passes through $P=0$, and for times short enough that the pairs do not appreciably change the field. In the example the pairs carry a current density $2ecR_Dt$, which lowers $E$ by $ecR_Dt^2/\epsilon_0$: 1% after about $1.5\times10^{-17}$ s, enough to cut the rate by about 15%. An abrupt switch creates pairs of its own. Here, in the lowest level alone, they equal the steady yield of about $10^5\,\hbar/mc^2\approx1.3\times10^{-16}$ s, so they would outnumber the pairs counted above throughout the time the field stays constant. A smooth ramp $E\,[1+\tanh(t/t_s)]/2$ still leaves a large excess for $t_s=\hbar/mc^2$ and none that matters for $t_s=3\hbar/mc^2$.

## Variation 1: the decay rate of the vacuum

*Is $R_D$ also the rate $\Gamma$ at which the probability of finding no pair decays?*

No. A Dirac mode stays empty with probability $1-N$. Multiplying over modes and taking minus the logarithm, with $-\ln(1-N)=\sum_jN^j/j$, gives

$$\Gamma_D=\frac{e^2EB}{4\pi^2}\sum_{j=1}^\infty\frac{\coth(jx)}{j}\,e^{-j\pi m^2/eE}.$$

The mean pair rate is the term $j=1$.

For a scalar mode, inverting the operator relation gives $c_{\rm in}=\alpha^*c_{\rm out}-\beta^*d_{\rm out}^\dagger$. This must annihilate the initial vacuum, written as $\sum_qC_q|q,q\rangle$ in states of $q$ outgoing pairs. Hence $C_{q+1}/C_q=\beta^*/\alpha^*$. With $|\alpha|^2=1+N$, the probabilities form a geometric series of ratio $N/(1+N)$, and that of no pair is $1/(1+N)$. Each mode contributes $\ln(1+N)<N$, so $\Gamma_S<R_S$, whereas $\Gamma_D>R_D$.

For $eE=2m^2$ and $eB=0.5m^2$, summing over the levels gives $\Gamma_D=8.72\times10^{-3}m^4$ against $R_D=8.03\times10^{-3}m^4$, and $\Gamma_S=2.92\times10^{-3}m^4$ against $R_S=3.03\times10^{-3}m^4$.

## Variation 2: no magnetic field from the start

*Find the rates at $B=0$ without Landau levels, and the first effect of a weak $B$.*

Now $M^2=m^2+p_\perp^2$, with transverse mode density $d^2p_\perp/(2\pi)^2$. The Gaussian integral $\int d^2p_\perp e^{-\pi p_\perp^2/eE}$ equals $eE$. Per spin state,

$$R(0)=\frac{eE}{2\pi}\,\frac{eE}{4\pi^2}\,e^{-\pi m^2/eE}=\frac{e^2E^2}{8\pi^3}\,e^{-\pi m^2/eE}.$$

This is the scalar rate; the Dirac rate is twice as large. Both agree with the limits of $R_S$ and $R_D$.

For small $x$, $x/\sinh x\simeq1-x^2/6$. Multiplying by $\cosh x\simeq1+x^2/2$ gives $x\coth x\simeq1+x^2/3$. The magnetic moment thus reverses the sign of the orbital effect. At $B/E=0.1$ the full factors are 0.984 for scalars and 1.033 for Dirac particles.

All numerical values are calculated from the stated model.
